**Sum rule, static screening and the Hybertsen-Louie pole in a layered lithium model**

The program tests the relations \(\tilde\omega^2=\Omega^2/[\delta-\epsilon^{-1}(0)]\) and \(A=-(\pi/2)\Omega^2/\tilde\omega\), where \(\Omega^2\) is the f-sum strength built from the density, \(\tilde\omega\) the pole position and \(A\) its weight in the loss function. It diagonalizes the full RPA response and asserts that the spectral moments agree with the density formula and with the static matrix obtained by inversion. A separate frequency quadrature reproduces the first moment to about 2 parts in 100,000. Further assertions cover the Lindhard limit, a shifted origin, a crystal without an inversion centre, a nonlocal potential, and the sign of the model's error at imaginary frequencies. For \(q=0.2b\), where \(b\) is the reciprocal-lattice spacing, the output gives \(\tilde\omega=8.40\) eV and \(A=-12.0\) eV, against a true integrated loss of \(-11.4\) eV within the RPA. Four of the 25 matrix elements have non-positive \(\tilde\omega^2\) and therefore no real pole.

## Numerical check

```python
"""
Result under test: the Hybertsen-Louie plasmon-pole parameters
  Omega2[G,G'] = wp^2 (q+G).(q+G')/|q+G|^2 * rho(G-G')/rho(0)
  wtilde2      = Omega2 / (delta - epsinv(static))
  A            = -(pi/2) Omega2 / wtilde
follow from the first moment of the loss matrix and its static limit.
Model: electrons in a potential periodic along z and uniform in x and y.
Symbols: q wavevector along z, G = integer * b, rho density components,
epsinv inverse dielectric matrix (RPA), wp plasma frequency of the mean density.
Internal units are Hartree atomic units; output is in eV and nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import solve_banded
from scipy.optimize import brentq

HA = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e9
lattice_nm, potential_eV = 0.35, 1.5
a = lattice_nm / BOHR
spacing = a / np.sqrt(2)
b = 2 * np.pi / spacing
density = 2 / a**3
wp = np.sqrt(4 * np.pi * density)
V = potential_eV / HA
BASIS = np.arange(-8, 9)
LOCAL = np.arange(-2, 3)
NB = len(BASIS)
ONE = np.eye(len(LOCAL))
HEAD = 2
INNER = slice(1, 4)


def states(k_values, v1, v2, nonlocal_strength):
    energies, vectors = [], []
    for k in k_values:
        K = k + b * BASIS
        H = np.diag(K**2 / 2).astype(complex)
        for step, v in ((1, v1), (2, v2)):
            H += v * np.eye(NB, k=-step) + np.conj(v) * np.eye(NB, k=step)
        projector = K * np.exp(-K**2 / 2)
        H += nonlocal_strength * np.outer(projector, projector)
        e, c = np.linalg.eigh(H)
        energies.append(e)
        vectors.append(c)
    return np.array(energies), np.array(vectors)


def overlap(left, right, shift):
    """<left| exp(-i shift b z) |right>, the common q being understood."""
    lo, hi = max(0, -shift), NB - max(0, shift)
    return np.einsum("kgn,kgm->knm", left[:, lo:hi].conj(),
                     right[:, lo + shift:hi + shift])


def crystal(v1, v2=0.0, nk=60, q_fraction=0.2, nonlocal_strength=0.0):
    q = q_fraction * b
    k = -q / 2 + (np.arange(nk) - nk / 2 + 0.5) * b / nk
    e0, c0 = states(k, v1, v2, nonlocal_strength)
    e1, c1 = states(k + q, v1, v2, nonlocal_strength)
    # Free motion in the plane, both spins: weight proportional to mu - E.
    norm = 1 / (np.pi * spacing * nk)
    mu = brentq(lambda m: norm * np.clip(m - e0, 0, None).sum() - density,
                e0.min(), e0.min() + 3, xtol=1e-14)
    w0 = norm * np.clip(mu - e0, 0, None)
    w1 = norm * np.clip(mu - e1, 0, None)
    gap = e1[:, None, :] - e0[:, :, None]
    occupation = w0[:, :, None] - w1[:, None, :]
    keep = (gap > 0) & (occupation > 1e-15)
    amplitude = np.sqrt(2 * gap[keep] * occupation[keep])
    P = np.array([overlap(c0, c1, G)[keep] * amplitude for G in LOCAL])
    rho = {s: np.einsum("kn,knn->", w0, overlap(c0, c0, s))
           for s in range(-4, 5)}
    Q = q + b * LOCAL
    omega2 = np.array([[wp**2 * Q[i] * Q[j] / Q[i]**2
                        * rho[LOCAL[i] - LOCAL[j]] / rho[0]
                        for j in range(len(Q))] for i in range(len(Q))])
    return dict(q=q, gap=gap[keep], P=P, v=4 * np.pi / Q**2,
                omega2=omega2, rho=rho, mu=mu - e0.min())


def epsinv(c, z, exchange=0.0):
    """Inverse dielectric matrix at complex frequency z by matrix inversion."""
    chi0 = (c["P"] / (z**2 - c["gap"]**2)) @ c["P"].conj().T
    kernel = np.diag(c["v"]) + exchange * ONE
    chi = np.linalg.solve(ONE - chi0 @ kernel, chi0)
    return ONE + c["v"][:, None] * chi


def rpa_poles(c):
    """All interacting excitation energies and their density amplitudes."""
    P = c["P"]
    M = np.diag(c["gap"]**2) + P.conj().T @ (c["v"][:, None] * P)
    squares, U = np.linalg.eigh(M)
    assert squares.min() > 0
    return np.sqrt(squares), P @ U


def moment(c, w, R, power):
    """v * sum of R R* w^power: loss moments without the factor -pi/2."""
    return c["v"][:, None] * ((R * w**power) @ R.conj().T)


def wtilde2(c, exchange=0.0):
    return c["omega2"] / (ONE - epsinv(c, 0.0, exchange))


def relative(x, y):
    return np.max(np.abs(x - y)) / np.max(np.abs(y))


# Main crystal: density formula and static inversion against the full spectrum.
main = crystal(V)
w, R = rpa_poles(main)
omega2 = main["omega2"].real
static = epsinv(main, 0.0).real
pole2 = wtilde2(main).real
sum_error = relative(moment(main, w, R, 0), omega2)
static_error = relative(moment(main, w, R, -2), ONE - static)
assert sum_error < 1e-7 and static_error < 1e-7
z = 0.5 + 0.1j
spectral = ONE + main["v"][:, None] * ((R / (z**2 - w**2)) @ R.conj().T)
assert relative(spectral, epsinv(main, z)) < 1e-7

# First moment by quadrature on a line above the real axis (any height works).
dt = 0.01
t = np.arange(0, 12 + dt / 2, dt)
freq, jac = 0.2 * np.sinh(t), 0.2 * np.cosh(t)
first = sum(f * j * dt * epsinv(main, f + 0.3j).imag for f, j in zip(freq, jac))
target = -np.pi / 2 * omega2
quad_error = np.max(np.abs(first[INNER, INNER] / target[INNER, INNER] - 1))
assert quad_error < 1e-3

# Pole position and strength from spectral moments against the model formulas.
m1 = -np.pi / 2 * np.diag(moment(main, w, R, 0)).real
m0 = -np.pi / 2 * np.diag(moment(main, w, R, -1)).real
mm1 = -np.pi / 2 * np.diag(moment(main, w, R, -2)).real
pole = np.sqrt(np.diag(pole2))
strength = -np.pi / 2 * np.diag(omega2) / pole
assert np.allclose(np.sqrt(m1 / mm1), pole, rtol=1e-6)
assert np.allclose(-np.sqrt(m1 * mm1), strength, rtol=1e-6)
assert relative(pole2[INNER, INNER].T, pole2[INNER, INNER]) < 1e-6
assert np.all(np.abs(strength) >= np.abs(m0) * (1 - 1e-9))

# The model must overestimate screening at every imaginary frequency.
u_grid = np.geomspace(0.01, 20, 80)
full = np.array([1 - np.diag(epsinv(main, 1j * u)).real for u in u_grid])
model = np.diag(omega2) / (u_grid[:, None]**2 + pole**2)
assert np.all(model >= full * (1 - 1e-8))
excess = model / full - 1
worst = np.argmax(excess[:, HEAD])

# Exchange in the screening: static limit moves, first moment does not.
fx = -(3 / np.pi)**(1 / 3) * density**(-2 / 3) / 3
u = 100.0
high = (1 - epsinv(main, 1j * u, fx)[HEAD, HEAD].real) * u**2
assert abs(high / omega2[HEAD, HEAD] - 1) < 1e-3
static_x = epsinv(main, 0.0, fx)[HEAD, HEAD].real
pole_x = np.sqrt(wtilde2(main, fx)[HEAD, HEAD].real)
assert abs(static_x - static[HEAD, HEAD]) > 1e-4

# Uniform limit against the Lindhard function, and k-point convergence.
free = crystal(0.0, nk=120)
kf = (3 * np.pi**2 * density)**(1 / 3)
x = free["q"] / (2 * kf)
lindhard = 0.5 + (1 - x**2) / (4 * x) * np.log((1 + x) / (1 - x))
eps_lindhard = 1 + 4 * kf / np.pi / free["q"]**2 * lindhard
free_static = epsinv(free, 0.0)[HEAD, HEAD].real
assert abs(free_static * eps_lindhard - 1) < 0.01
pole_free = np.sqrt(wtilde2(free)[HEAD, HEAD].real)
pole_fine = np.sqrt(wtilde2(crystal(V, nk=120))[HEAD, HEAD].real)
assert abs(pole_fine / pole[HEAD] - 1) < 0.005

# Shifted origin, missing inversion centre, nonlocal potential.
plain = crystal(V, nk=20)
shifted = crystal(V * np.exp(0.7j), nk=20)
assert relative(wtilde2(shifted)[INNER, INNER],
                wtilde2(plain)[INNER, INNER]) < 1e-6
polar = crystal(V, 1j * V, nk=20)
wpol, Rpol = rpa_poles(polar)
assert relative(moment(polar, wpol, Rpol, 0), polar["omega2"]) < 1e-7
polar01 = wtilde2(polar)[HEAD, HEAD + 1]
assert abs(polar01.imag) > 1e-4 * abs(polar01)
nonlocal_eV = -2.0
nl = crystal(V, nk=20, nonlocal_strength=nonlocal_eV / HA)
nl_sum = nl["v"][HEAD] * np.sum(np.abs(nl["P"][HEAD])**2)
violation = nl_sum / nl["omega2"][HEAD, HEAD].real - 1
assert abs(violation) > 0.01


def hydrogenic_polarizability(charge):
    """First-order radial equation for a 1s electron in a static field."""
    h = 0.005 / charge
    r = h * np.arange(1, 5001)
    ground = 2 * charge**1.5 * r * np.exp(-charge * r)
    bands = np.full((3, len(r)), -0.5 / h**2)
    bands[1] = 1 / h**2 + 1 / r**2 - charge / r + charge**2 / 2
    response = solve_banded((1, 1), bands, r * ground)
    return 2 / 3 * h * np.sum(r * ground * response)


# Two core electrons with the variational screened charge 3 - 5/16.
core_alpha = 2 * hydrogenic_polarizability(3 - 5 / 16)
core_eps = 4 * np.pi * density * core_alpha
static_core = 1 / (1 / static[HEAD, HEAD] + core_eps)
pole_core = wp / np.sqrt(1 - static_core)

print(f"lattice constant (rough input) = {lattice_nm:.3f} nm")
print(f"(110) potential component (rough input) = {potential_eV:.2f} eV")
print(f"plane spacing = {spacing * BOHR:.4f} nm")
print(f"b = {b / BOHR:.3f} 1/nm")
print(f"valence density = {density / BOHR**3:.2f} 1/nm^3")
print(f"plasma energy wp = {wp * HA:.3f} eV")
print(f"Fermi level above band bottom = {main['mu'] * HA:.3f} eV")
print(f"rho(b)/rho(0) = {(main['rho'][1] / main['rho'][0]).real:.5f}")
print(f"main q = {main['q'] / BOHR:.3f} 1/nm (0.2 b)")
print(f"head: static epsinv = {static[HEAD, HEAD]:.5f}")
print(f"head: Omega^2 = {omega2[HEAD, HEAD] * HA**2:.3f} eV^2")
print(f"head: wtilde = {pole[HEAD] * HA:.3f} eV")
print(f"head: A = {strength[HEAD] * HA:.3f} eV")
print(f"head: true integrated loss = {m0[HEAD] * HA:.3f} eV")
print("elements (G,G' in b): Omega^2 eV^2, delta-epsinv, wtilde^2 eV^2")
for i, j in ((0, 1), (1, 0), (0, -1), (1, 1), (-1, -1), (1, -1)):
    s = (HEAD + i, HEAD + j)
    print(f" ({i},{j}): {omega2[s] * HA**2:.4f}, "
          f"{(ONE - static)[s]:.6f}, {pole2[s] * HA**2:.3f}")
print(f"non-positive wtilde^2 = {np.sum(pole2 <= 0)} of {pole2.size} elements")
print("q/b: static epsinv, wtilde eV, strongest pole eV, share within 1 eV")
for fraction in (0.1, 0.2, 0.3):
    c = main if fraction == 0.2 else crystal(V, q_fraction=fraction)
    wc, Rc = (w, R) if fraction == 0.2 else rpa_poles(c)
    weight = np.abs(Rc[HEAD])**2
    weight /= weight.sum()
    top = wc[np.argmax(weight)]
    share = weight[np.abs(wc - top) * HA < 1].sum()
    head_pole = np.sqrt(wtilde2(c)[HEAD, HEAD].real)
    assert head_pole <= np.sqrt(np.sum(weight * wc**2)) * (1 + 1e-9)
    print(f" {fraction:.1f}: {epsinv(c, 0.0)[HEAD, HEAD].real:.5f}, "
          f"{head_pole * HA:.3f}, {top * HA:.3f}, {share:.3f}")
print(f"f-sum error, spectrum vs density = {sum_error:.1e} (relative)")
print(f"static error, spectrum vs inversion = {static_error:.1e} (relative)")
print(f"f-sum error, quadrature = {quad_error:.1e} (relative)")
print(f"largest head excess of model = {100 * excess[worst, HEAD]:.2f} %")
print(f" at imaginary frequency = {u_grid[worst] * HA:.2f} eV")
print(f"largest excess, G=G'=b = {100 * excess[:, HEAD + 1].max():.2f} %")
print(f"with exchange kernel: static epsinv = {static_x:.5f}")
print(f"with exchange kernel: wtilde = {pole_x * HA:.3f} eV")
print(f"without lattice potential: wtilde = {pole_free * HA:.3f} eV")
print(f"with doubled k grid: wtilde = {pole_fine * HA:.3f} eV")
print(f"core polarizability (estimate) = {core_alpha:.4f} bohr^3")
print(f"core addition to epsilon = {core_eps:.4f}")
print(f"with core polarization: wtilde = {pole_core * HA:.4f} eV")
print(f"core wrongly counted in rho: wtilde = {np.sqrt(3) * pole[HEAD] * HA:.3f} eV")
print(f"nonlocal test strength = {nonlocal_eV:.1f} eV")
print(f"nonlocal change of first moment = {100 * violation:.2f} %")
print(f"no inversion centre: wtilde^2(0,b) = {polar01.real * HA**2:.3f} "
      f"{polar01.imag * HA**2:+.3f}i eV^2")
thermal = sc.k * 300 / sc.e
print(f"kT at 300 K = {thermal:.5f} eV")
print(f"(kT/Fermi level)^2 = {(thermal / (main['mu'] * HA))**2:.1e}")
print("success")
```

It prints:

```
lattice constant (rough input) = 0.350 nm
(110) potential component (rough input) = 1.50 eV
plane spacing = 0.2475 nm
b = 25.388 1/nm
valence density = 46.65 1/nm^3
plasma energy wp = 8.020 eV
Fermi level above band bottom = 4.619 eV
rho(b)/rho(0) = -0.15099
main q = 5.078 1/nm (0.2 b)
head: static epsinv = 0.08861
head: Omega^2 = 64.319 eV^2
head: wtilde = 8.401 eV
head: A = -12.027 eV
head: true integrated loss = -11.420 eV
elements (G,G' in b): Omega^2 eV^2, delta-epsinv, wtilde^2 eV^2
 (0,1): -58.2711, -0.120179, 484.867
 (1,0): -1.6186, -0.003338, 484.867
 (0,-1): 38.8474, -0.179237, -216.737
 (1,1): 64.3192, 0.054609, 1177.803
 (-1,-1): 64.3192, 0.273366, 235.286
 (1,-1): -0.3115, -0.000849, 366.731
non-positive wtilde^2 = 4 of 25 elements
q/b: static epsinv, wtilde eV, strongest pole eV, share within 1 eV
 0.1: 0.02256, 8.112, 7.983, 0.615
 0.2: 0.08861, 8.401, 8.993, 0.719
 0.3: 0.18655, 8.892, 10.337, 0.734
f-sum error, spectrum vs density = 2.1e-15 (relative)
static error, spectrum vs inversion = 6.1e-11 (relative)
f-sum error, quadrature = 2.3e-05 (relative)
largest head excess of model = 9.19 %
 at imaginary frequency = 6.51 eV
largest excess, G=G'=b = 14.40 %
with exchange kernel: static epsinv = 0.03999
with exchange kernel: wtilde = 8.185 eV
without lattice potential: wtilde = 8.403 eV
with doubled k grid: wtilde = 8.401 eV
core polarizability (estimate) = 0.1725 bohr^3
core addition to epsilon = 0.0150
with core polarization: wtilde = 8.4002 eV
core wrongly counted in rho: wtilde = 14.551 eV
nonlocal test strength = -2.0 eV
nonlocal change of first moment = -6.34 %
no inversion centre: wtilde^2(0,b) = 484.445 -3.283i eV^2
kT at 300 K = 0.02585 eV
(kT/Fermi level)^2 = 3.1e-05
success
```
